# Permeation Time Lag with Concentration-Dependent Diffusivity, Derived Two Ways, part 1

(Sections cited here and not found follow in the second part.)

## I. The lag from the first moment of the concentration

A vapour is admitted to one side of an empty polymer film, and the amount that has come through the other side is recorded. After a while the record becomes a straight line, and the line, continued backwards, cuts the time axis at the time lag $t_L$. For a film of thickness $L$ and constant diffusivity $D$ the lag is $L^2/(6D)$, so it is tempting to report $L^2/(6t_L)$ as the diffusivity. If the vapour softens the polymer and $D$ rises with concentration, this goes wrong. In the example worked out in Part II, $D$ is $1.0\times10^{-8}\ \mathrm{cm^2/s}$ in the empty film and has the mean value $3.2\times10^{-8}\ \mathrm{cm^2/s}$ over the range of concentration in use. The lag, read as if $D$ were constant, gives $2.1\times10^{-8}\ \mathrm{cm^2/s}$. That is neither of the two, and a steady flux predicted from it would be about 35% below the true flux of the model.

What is needed is the lag for an arbitrary dependence $D(c)$. The transient profile then has no general closed form, but the lag does not require it.

### The problem and its conventions

The membrane occupies $0<x<L$, and $c(x,t)$ is the amount of permeant per volume. The flux, counted positive towards larger $x$, is $J=-D(c)\,\partial c/\partial x$. The membrane is empty at $t=0$. For $t>0$ the upstream face is held at $c(0,t)=c_0$ and the downstream face at $c(L,t)=0$. I assume that $D$ is a smooth function of the local concentration and of nothing else, that $D(c)\ge D_{\min}>0$ for $0\le c\le c_0$, and that $L$ is fixed.

It is convenient to define

$$\Phi(c)=\int_0^c D(u)\,du,\qquad \Phi_0=\Phi(c_0).$$

Since $\partial\Phi(c)/\partial x=D(c)\,\partial c/\partial x$, the flux and the balance of permeant become

$$J=-\frac{\partial \Phi(c)}{\partial x},\qquad \frac{\partial c}{\partial t}=-\frac{\partial J}{\partial x}=\frac{\partial^2\Phi(c)}{\partial x^2}. \tag{1}$$

The right-hand side is now a plain second derivative, and all the nonlinearity sits in the relation between $c$ and $\Phi$. The amount released downstream per area is $Q(t)=\int_0^t J(L,t')\,dt'$.

In the steady state, with profile $c_s(x)$, the second derivative of $\Phi(c_s)$ vanishes. So $\Phi(c_s)$ is linear in $x$, and its values at the faces are $\Phi_0$ and $0$:

$$\Phi(c_s)=\Phi_0\left(1-\frac{x}{L}\right),\qquad J_s=\frac{\Phi_0}{L}. \tag{2}$$

### An identity that holds during the whole transient

Multiply the balance in (1) by $x$, integrate over the membrane, and integrate by parts once:

$$\frac{d}{dt}\int_0^L x\,c\,dx=\int_0^L x\,\frac{\partial^2\Phi}{\partial x^2}\,dx=\left[x\,\frac{\partial\Phi}{\partial x}\right]_0^L-\int_0^L\frac{\partial\Phi}{\partial x}\,dx .$$

The bracket vanishes at $x=0$ because of the factor $x$. At $x=L$ it equals $-L\,J(L,t)$. The last integral is the difference of $\Phi$ between the faces, $0-\Phi_0$, and it enters with a minus sign. Hence

$$\frac{d}{dt}\int_0^L x\,c\,dx=\Phi_0-L\,J(L,t).$$

The weight $x$ has removed the unknown flux at the upstream face, which is very large just after the vapour is admitted. What is left of the interior is its total drop in $\Phi$, and this is fixed by the two face concentrations whatever the profile. Integration from $0$ to $t$, with an empty membrane at the start, gives

$$Q(t)=\frac{\Phi_0\,t}{L}-\frac1L\int_0^L x\,c(x,t)\,dx. \tag{3}$$

The first term is the release that would have occurred if the steady flux had flowed from the start. The second is what is missing, and it depends on the present profile alone, not on how that profile came about. If the profile tends to $c_s$, the missing amount tends to a constant, and a constant shortfall in $Q$ is a shift of the line in time.

### The profile does approach the steady one

That last condition needs a proof. By the maximum principle for diffusion equations, $c$ stays between the smallest and largest of its initial and boundary values, so $0\le c\le c_0$. The same holds for $c_s$, and the deficit $w=c_s-c$ therefore obeys $|w|\le c_0$.

Let $z=\Phi(c_s)-\Phi(c)$. Because $\Phi(c_s)$ is linear in $x$, equation (1) gives

$$\frac{\partial w}{\partial t}=-\frac{\partial^2\Phi(c)}{\partial x^2}=\frac{\partial^2 z}{\partial x^2},$$

and $z=0$ at both faces. Define an auxiliary function $G(x,t)$ by $-\partial^2G/\partial x^2=w$ with $G=0$ at both faces. Write $\|f\|^2=\int_0^L f^2dx$ and measure the deficit by $N=\|\partial G/\partial x\|$. Integrating by parts, with all boundary terms zero because $G$ and $z$ vanish at the faces,

$$\frac{d}{dt}\frac{N^2}{2}=\int_0^L G\,\frac{\partial w}{\partial t}\,dx=\int_0^L G\,\frac{\partial^2 z}{\partial x^2}\,dx=\int_0^L\frac{\partial^2 G}{\partial x^2}\,z\,dx=-\int_0^L w\,z\,dx .$$

Now $z=\int_c^{c_s}D\,du$ has the sign of $w$ and a magnitude of at least $D_{\min}|w|$, so $wz\ge D_{\min}w^2$ and

$$\frac{d}{dt}\frac{N^2}{2}\le -D_{\min}\|w\|^2. \tag{4}$$

To close this inequality, $\|w\|$ must be bounded from below by $N$. Expand $G$ in the functions $\sin(n\pi x/L)$. Each term of $\|\partial G/\partial x\|^2$ is $(n\pi/L)^2$ times the matching term of $\|G\|^2$, and $n\ge1$, so $\|G\|\le(L/\pi)N$. One integration by parts gives $N^2=\int Gw\,dx$, and the Cauchy–Schwarz inequality then yields

$$N^2\le\|G\|\,\|w\|\le\frac{L}{\pi}N\|w\|,\qquad\text{so}\qquad \|w\|\ge\frac{\pi N}{L}.$$

Inserted in (4), this gives

$$N(t)\le N(0)\,e^{-\pi^2D_{\min}t/L^2}. \tag{5}$$

Equation (3) contains $\int xc\,dx$, so it must still be shown that $\int xw\,dx$ tends to zero. The weight $x$ does not vanish at $x=L$, which would leave a boundary term. Replace it by a function $\varphi$ that equals $x$ up to $x=L-\varepsilon$ and then falls linearly to zero at $x=L$. Since $\varphi$ vanishes at both faces,

$$\left|\int_0^L\varphi\,w\,dx\right|=\left|\int_0^L\frac{d\varphi}{dx}\frac{\partial G}{\partial x}\,dx\right|\le\left\|\frac{d\varphi}{dx}\right\|N .$$

The slope of $\varphi$ is $1$ over the length $L-\varepsilon$ and $-(L-\varepsilon)/\varepsilon$ over the length $\varepsilon$, so

$$\left\|\frac{d\varphi}{dx}\right\|^2=(L-\varepsilon)+\frac{(L-\varepsilon)^2}{\varepsilon}=\frac{(L-\varepsilon)L}{\varepsilon}\le\frac{L^2}{\varepsilon}.$$

The difference $x-\varphi$ rises linearly from $0$ to $L$ inside the strip and has the integral $L\varepsilon/2$. With $|w|\le c_0$ the two parts add to

$$\left|\int_0^L x\,w\,dx\right|\le\frac{L\,N(t)}{\sqrt{\varepsilon}}+\frac{L\,\varepsilon\,c_0}{2}.$$

For any chosen $\varepsilon$ the first term dies out as $t\to\infty$. The second can be made as small as desired by the choice of $\varepsilon$. Therefore $\int xw\,dx\to0$.

### The lag

Define $t_L$ by $J_st_L=(1/L)\int_0^L x\,c_s\,dx$. Subtracting the line $J_s(t-t_L)$ from (3) leaves

$$Q(t)-J_s(t-t_L)=\frac1L\int_0^L x\,(c_s-c)\,dx\;\to\;0,$$

so $t_L$ is indeed the intercept of the late straight line. With $J_s=\Phi_0/L$,

$$t_L=\frac{1}{\Phi_0}\int_0^L x\,c_s(x)\,dx. \tag{6}$$

Not even $c_s(x)$ has to be found explicitly. Equation (2) gives $x$ as a function of the steady concentration:

$$x=\frac{L}{\Phi_0}\,[\Phi_0-\Phi(c)],\qquad dx=-\frac{L}{\Phi_0}D(c)\,dc .$$

As $x$ runs from $0$ to $L$, $c$ runs from $c_0$ to $0$. Reversing the limits absorbs the minus sign, and (6) becomes Frisch's formula,

$$t_L=\frac{L^2}{\Phi_0^{3}}\int_0^{c_0}c\,D(c)\,[\Phi_0-\Phi(c)]\,dc. \tag{7}$$

Two of the three powers of $\Phi_0$ come from $x$ and $dx$, and the third from the steady flux. For constant $D$ one has $\Phi=Dc$, and

$$t_L=\frac{L^2}{D^3c_0^3}\,D^2\int_0^{c_0}c\,(c_0-c)\,dc=\frac{L^2}{D\,c_0^3}\left(\frac{c_0^3}{2}-\frac{c_0^3}{3}\right)=\frac{L^2}{6D}.$$

In this case $c_0$ cancels. A lag that changes with the upstream concentration, at fixed $L$ and temperature, is thus a sign that $D$ is not constant or that another assumption has failed.

### How far the lag can depart from the constant-$D$ value

Let $\bar D=\Phi_0/c_0$ be the mean of $D$ over concentration. It fixes the steady flux, $J_s=\bar Dc_0/L$. The dimensionless lag

$$\theta=\frac{t_L\bar D}{L^2}=\frac{t_LJ_s}{Lc_0}=\frac{1}{L^2c_0}\int_0^L x\,c_s\,dx \tag{8}$$

is made of measurable quantities and depends on the shape of the steady profile alone. Inside the membrane $0<c_s<c_0$, and $\int_0^Lx\,dx=L^2/2$, so $0<\theta<1/2$. A straight profile gives $\theta=1/6$.

The slope of the steady profile is $dc_s/dx=-J_s/D(c_s)$. If $D$ rises with $c$, then $D$ falls along the path downstream and the profile steepens. It is concave and lies above the straight line between its end values, so $\theta>1/6$. If $D$ falls with $c$, the profile is convex and $\theta<1/6$. A diffusivity computed as $L^2/(6t_L)=\bar D/(6\theta)$ is therefore below $\bar D$ in the first case and above it in the second.

### Exponential dependence

A law with one parameter for the strength of the effect is $D=D_0e^{\gamma c}$. Put $s=\gamma c_0$ and $y=\gamma c$. Then $\Phi=(D_0/\gamma)(e^{y}-1)$, the factors of $\gamma$ cancel in (7), and

$$t_L=\frac{L^2}{D_0(e^s-1)^3}\int_0^s y\,e^y(e^s-e^y)\,dy .$$

The two integrals needed are

$$\int_0^s ye^y\,dy=(s-1)e^s+1,\qquad \int_0^s ye^{2y}\,dy=\left(\frac s2-\frac14\right)e^{2s}+\frac14 .$$

Multiplying the first by $e^s$ and subtracting the second gives $\tfrac14[(2s-3)e^{2s}+4e^s-1]$. With $\bar D=D_0(e^s-1)/s$,

$$\theta(s)=\frac{(2s-3)e^{2s}+4e^s-1}{4s\,(e^s-1)^2}. \tag{9}$$

For small $s$ the terms of the numerator up to $s^2$ cancel and $\tfrac23s^3$ remains, while the denominator tends to $4s^3$. This returns $1/6$. For $s\to+\infty$ the terms in $e^{2s}$ dominate and $\theta\to1/2$. For $s\to-\infty$, $\theta\to1/(4|s|)$, which tends to zero. Both ends of the general range are thus approached.

The function $\theta(s)$ increases throughout. To see this, solve (2) for the profile:

$$\frac{c_s}{c_0}=\frac{K(s)}{s},\qquad K(s)=\ln\left[\frac xL+\left(1-\frac xL\right)e^s\right].$$

Here $K(0)=0$. With $q=x/L$, the second derivative is $K''=q(1-q)e^s/[q+(1-q)e^s]^2>0$ inside the membrane. A convex function lies above its tangents. The tangent at $s$, evaluated at zero, is $K-sK'$, so $K-sK'<K(0)=0$ for $s\neq0$. Then $d(K/s)/ds=(sK'-K)/s^2>0$ at every interior depth, and by (8) $\theta$ grows with $s$. A measured $\theta$ between $0$ and $1/2$ therefore belongs to one value of $s$, provided the law is exponential.

## II. The lag from the time-integrated deficit, and a comparison

The second derivation uses the following from Part I. The membrane $0<x<L$ starts empty and has face concentrations $c_0$ and $0$. With $\Phi(c)=\int_0^cD\,du$ and $\Phi_0=\Phi(c_0)$, the balance is $\partial c/\partial t=\partial^2\Phi(c)/\partial x^2$ and the flux is $J=-\partial\Phi(c)/\partial x$. In the steady state $\Phi(c_s)=\Phi_0(1-x/L)$ and $J_s=\Phi_0/L$. The amount released downstream is $Q(t)$, and its late line is $J_s(t-t_L)$. The result to be reached again is (7). The numbers below also use $\bar D=\Phi_0/c_0$, $\theta=t_L\bar D/L^2=t_LJ_s/(Lc_0)$ and the exponential-law formula (9).

### Integrating over time first

Part I integrated over depth and followed a moment in time. Here the equation is first integrated over time at each depth. Let

$$V(x,T)=\int_0^T\left[\Phi(c_s(x))-\Phi(c(x,t))\right]dt. \tag{10}$$

This is the accumulated amount by which $\Phi$ has lagged behind its steady value at depth $x$. It vanishes at both faces, where the concentration has its final value for all $t>0$. Differentiate twice with respect to $x$. The steady term is linear in $x$ and drops out, and the balance equation converts the rest into a time derivative:

$$\frac{\partial^2V}{\partial x^2}=-\int_0^T\frac{\partial^2\Phi(c)}{\partial x^2}\,dt=-\int_0^T\frac{\partial c}{\partial t}\,dt=-c(x,T). \tag{11}$$

The last step uses the empty start. The first derivative at the downstream face gives the release. There $\partial\Phi(c_s)/\partial x=-J_s$ and $-\partial\Phi(c)/\partial x=J$, so

$$\left.\frac{\partial V}{\partial x}\right|_{x=L}=\int_0^T\left[J(L,t)-J_s\right]dt=Q(T)-J_sT. \tag{12}$$

The nonlinear transient has become a linear boundary-value problem in $x$, with the present concentration as its source.

### Convergence from ordering

The comparison principle for diffusion equations says that two solutions with the same face values keep their initial order. It is used twice.

First, compare $c$ with the steady profile. At $t=0$ the membrane is empty and $0\le c_s$, so $c\le c_s$ at all later times. Secondly, compare $c(x,t)$ with the solution shifted in time, $c(x,t+\tau)$, for a positive $\tau$. At $t=0$ the shifted one equals $c(x,\tau)\ge0$, and the original is zero. Hence $c(x,t+\tau)\ge c(x,t)$. The concentration never decreases at any depth.

The integrand in (10) is therefore nonnegative and does not grow with time. Its integral is also bounded. Since $-\partial^2V/\partial x^2=c\le c_0$, the function $\tfrac12c_0x(L-x)-V$ has the second derivative $-c_0+c\le0$. It is concave and zero at both faces, so it is nonnegative between them, and

$$0\le V(x,T)\le\tfrac12c_0\,x(L-x)\qquad\text{for every }T.$$

A nonnegative, nonincreasing integrand whose integral stays bounded must tend to zero. So $\Phi(c)\to\Phi(c_s)$ and, because $\Phi$ increases strictly, $c\to c_s$ at every depth.

The moment argument has given the lag formula (7), and the second derivation has so far reduced the transient to a linear boundary-value problem for $V$ and shown that the concentration approaches its steady profile. It remains to solve that problem and recover (7), to compare what the two derivations assume, and to work through the example of a softened film.
